# Torque-correlation damping by Chebyshev traces: separating kernel bias from statistical error

## What goes wrong

A damping constant computed on a finite disordered lattice depends on an energy broadening. Adding random vectors makes the estimate converge, but to the value at that broadening, which need not be the damping of the infinite lattice. Reducing the broadening without limit does not help. Averaged over energy and over the three lattices of $5^3$ sites treated below, the damping is 0.0041 at a width of 40 meV, 0.017 at 0.4 meV and 1.7 at 0.004 meV. The last two values describe isolated levels, not a metal.

A usable scheme must therefore report three things separately: the kernel bias, the error of the stochastic trace, and the scatter between disorder samples.

## The quantity to be computed

The electrons are independent, at zero temperature, with

$$H=H_0+V_{\rm dis}+H_{\rm so}-\Delta\,\mathbf m\cdot\mathbf S .$$

Here $H_0$ is spin-independent hopping, $V_{\rm dis}$ is static spin-independent disorder, $H_{\rm so}$ is spin-orbit coupling and $\Delta$ is the exchange splitting. $\mathbf S$ is the spin operator in units of $\hbar$, and the unit vector $\mathbf m$ gives the spin direction. The magnetic moment points along $\mathbf n=-\mathbf m$. Energies are in eV.

Let $\mathbf m$ tilt by a small angle $u(t)$ towards $\mathbf e_1\perp\mathbf m$, with a rigid exchange field. The perturbation is $u\,T_{\rm xc}$, where $T_{\rm xc}=\partial H/\partial u=-\Delta\,\mathbf e_1\cdot\mathbf S$.

For $u=u_0\cos\omega t$, each frequency component has amplitude $u_0/2$. The golden rule, absorption minus emission, gives the power

$$P=\frac{2\pi}{\hbar}\frac{u_0^2}{4}\,\hbar\omega\sum_{nm}(f_n-f_m)|(T_{\rm xc})_{mn}|^2\,\delta(E_m-E_n-\hbar\omega).$$

At zero temperature $f_n-f_m=1$ only in an energy window of width $\hbar\omega$ below $E_F$. For small $\omega$ in a large lattice the sum becomes $\hbar\omega\,{\rm Tr}[T_{\rm xc}\delta(E_F-H)T_{\rm xc}\delta(E_F-H)]$. With $\langle\dot u^2\rangle=\omega^2u_0^2/2$,

$$P=\pi\hbar\langle\dot u^2\rangle\,{\rm Tr}[T_{\rm xc}\,\delta(E_F-H)\,T_{\rm xc}\,\delta(E_F-H)].$$

The Landau-Lifshitz-Gilbert equation is $\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf B+\alpha\,\mathbf n\times\dot{\mathbf n}$. Crossing it with $\mathbf n$ from the left and using $\mathbf n\times(\mathbf n\times\dot{\mathbf n})=-\dot{\mathbf n}$ gives

$$\mathbf n\times\dot{\mathbf n}=\gamma[\mathbf B-\mathbf n(\mathbf n\cdot\mathbf B)]-\alpha\dot{\mathbf n}.$$

The scalar product with $\dot{\mathbf n}$ leaves $\mathbf B\cdot\dot{\mathbf n}=\alpha|\dot{\mathbf n}|^2/\gamma$. A moment $\mathcal M\mathbf n$ in a fixed field thus loses energy at the rate $\mathcal M\alpha|\dot{\mathbf n}|^2/\gamma$. If spin carries all the angular momentum, $\mathcal M/\gamma=\hbar S_{\rm tot}$, and the rate is $\alpha\hbar S_{\rm tot}\dot u^2$. Equating the two powers,

$$\alpha=\frac{\pi}{S_{\rm tot}}{\rm Tr}[T\,\delta(E_F-H)\,T\,\delta(E_F-H)],\qquad T=T_{\rm xc}\ \text{so far.}$$

The lattice must be made infinite before the delta functions are made sharp.

## Which torque to use

The tilt is a rotation about $\mathbf a=\mathbf m\times\mathbf e_1$, because $\mathbf a\times\mathbf m=\mathbf e_1$. Hence $T_{\rm xc}=-i[S_a,H_{\rm xc}]$, where $H_{\rm xc}$ is the exchange term. Since $H_0$ and $V_{\rm dis}$ commute with spin, $[S_a,H_{\rm xc}]=[S_a,H]-[S_a,H_{\rm so}]$, so

$$T_{\rm xc}=T-i[S_a,H],\qquad T\equiv i[S_a,H_{\rm so}],$$

$$(T_{\rm xc}-T)_{nm}=-i(E_m-E_n)(S_a)_{nm}.$$

The two torques agree between states of equal energy. A broadened kernel also admits pairs of unequal energy, and there they differ. Without spin-orbit coupling $T$ vanishes identically, whereas $T_{\rm xc}$ still connects states exactly $\Delta$ apart. A kernel with long tails, such as a Lorentzian, turns these pairs into a spurious damping. A Gaussian with $\sigma\ll\Delta$ suppresses them by a factor $e^{-\Delta^2/4\sigma^2}$ or smaller. With spin-orbit coupling, pairs closer in energy also make the two results differ, by an amount that vanishes as the kernel is narrowed in a large lattice. The scheme uses $T$, which is also local to each site.

The prefactor was tested against an absorbed energy. A Gaussian tilt pulse $u=e^{-t^2/2\tau^2}$ with $\hbar/\tau=60$ meV acted, to second order in the tilt, on three diagonalized $5^3$ lattices with sharp occupations and the torque $T_{\rm xc}$. Dividing the absorbed energy by $\hbar S_{\rm tot}\int\dot u^2dt$ gave a damping of 0.00411. The formula with $T$ and a 40 meV kernel gave 0.00408. Both are means over the same 31 Fermi energies within 0.3 eV of the working point. From one $5^3$ lattice to another the ratio of the two scatters by a few per cent, so the prefactor is confirmed to that level. The comparison cannot tell the torques apart: with a 40 meV kernel $T_{\rm xc}$ and $T$ give dampings only about 0.5 % apart, a gap that grows roughly as $\sigma^2$ to about 5 % at 120 meV. The change of torque rests on the identity above.

## Square-root kernel and estimator

Replace each delta function by a normalized Gaussian $K_\sigma(E_F-H)$ and call the result $\alpha_\sigma$. The square root of this kernel is again a Gaussian, of width $\sqrt2\,\sigma$:

$$Q_\sigma=K_\sigma^{1/2}=(2\pi\sigma^2)^{-1/4}\exp\!\left[-\frac{(E_F-H)^2}{4\sigma^2}\right].$$

By cyclic invariance, ${\rm Tr}[TKTK]={\rm Tr}[(QTQ)(QTQ)]$. Let $r$ have components $e^{i\phi_j}$ with independent uniform phases, so that the average of $rr^\dagger$ is the identity. Then

$$x_r=\frac{\pi}{S_{\rm tot}}\lVert Q\,T\,Q\,r\rVert^2$$

has mean $\alpha_\sigma$ for given $S_{\rm tot}$, and it is never negative.

$Q$ is applied as a series $\sum_n c_nT_n(H/A)$ of Chebyshev polynomials $T_n$, where $A$ bounds the spectrum. With $E=A\cos\theta$, $Q$ is nearly a Gaussian in $\theta$ of width $\sqrt2\sigma/A$ when $E_F$ lies near the band centre. Its Fourier coefficients then fall as $\exp(-n^2\sigma^2/A^2)$. In this approximation a cutoff at $n=3.6A/\sigma$ leaves a factor of about $2\times10^{-6}$; away from the band centre the width in $\theta$ grows as $1/\sin\theta$, the coefficients fall faster and the factor is smaller. Truncation is thus an error separate from the broadening. Against diagonalization of a $5^3$ lattice, for four vectors and three widths, the largest relative error of $x_r$ was $5\times10^{-7}$.

The spin comes from the first recursion at little extra cost. Since ${\rm Tr}\,S_m=0$, one may write $S_{\rm tot}={\rm Tr}[S_m(f-\tfrac12)]$. The occupation $f$ is a step smoothed over the smallest $\sigma$.

```
choose A >= norm(H), widths s, 2s, 4s
c[w] = Chebyshev coefficients of Q_w;  d = those of f - 1/2
for each disorder sample, with its boundary twist:
    for each random-phase vector r:
        one recursion from r: y[w] = Q_w r,  g = (f - 1/2) r
        spin[sample, r] = Re <r| S_m g>
        for each width w:
            recursion from T y[w]: z = Q_w T y[w]
            X[w, sample, r] = norm(z)^2
alpha[w] = pi * X[w] / mean(spin)
ext = (4 alpha[s] - alpha[2s]) / 3       # vector by vector
trace error: scatter of ext within samples
total error: scatter of the sample means of ext
```

## Statistical error of the trace

Write $x_r=r^\dagger Br$ with $B=(\pi/S_{\rm tot})\,QTKTQ$. Diagonal terms do not fluctuate, because $|r_i|^2=1$. For $i\ne j$ and $k\neq l$, the average of $r_i^*r_j\,r_kr_l^*$ is $\delta_{ik}\delta_{jl}$. Therefore

$$\operatorname{Var}x_r=\sum_{i\ne j}|B_{ij}|^2 .$$

For one $5^3$ lattice at 30 meV this predicts a standard deviation of $1.05\times10^{-3}$ per vector; 2000 draws gave $1.07\times10^{-3}$.

The plain alternative takes the real part of $r^\dagger Cr$, with $C=(\pi/S_{\rm tot})TKTK$. Its Hermitian part has squared Frobenius norm $\tfrac12({\rm Tr}\,CC^\dagger+{\rm Re\,Tr}\,C^2)$. The Cauchy-Schwarz inequality gives ${\rm Tr}\,CC^\dagger\ge|{\rm Tr}\,C^2|$, and cyclic invariance gives ${\rm Tr}\,C^2={\rm Tr}\,B^2$. The plain norm is therefore at least as large. This leaves the diagonal subtraction open, so the variances were also compared directly. The plain standard deviation was $3.12\times10^{-3}$, three times larger, which at this width costs about nine times as many vectors for the same trace error. At 60 meV the ratio of standard deviations is only about two.

Between 30 and 60 meV the variance fell as $\sigma^{-p}$, with $p=0.96$ for the square-root form and 1.90 for the plain form. These are local exponents for one lattice. Among $5^3$ lattices they scatter widely, from about 0.2 to 1.6 for the square-root form and from 1.4 to 2.3 for the plain form, around means near 1 and 2.

## Kernel bias

Define the two-energy function

$$F(E_1,E_2)=\frac{\pi}{S_{\rm tot}}\sum_{nm}|T_{nm}|^2\delta(E_1-E_n)\delta(E_2-E_m),$$

understood as smooth in the infinite lattice. This requires the mean torque of the states at a given energy to vanish, as the threefold axis ensures in the example below. Otherwise the terms $n=m$ leave a part that grows as $1/\sigma$ however large the lattice. With $F$ smooth, $\alpha_\sigma$ is $F$ averaged over two independent Gaussians centred at $E_F$. Odd moments vanish and each second moment is $\sigma^2$, so

$$\alpha_\sigma=F+\frac{\sigma^2}{2}(F_{11}+F_{22})+c\,\sigma^4+\dots,$$

where subscripts denote derivatives at $E_1=E_2=E_F$.

A version that also holds in a finite lattice follows from $\partial K_\sigma/\partial(\sigma^2)=\tfrac12K_\sigma''$: the slope of $\alpha_\sigma$ in $\sigma^2$ is half the energy Laplacian of the smoothed $F$. On one $5^3$ lattice at 100 meV, changing the width gave a slope of 0.0357 eV$^{-2}$, and finite differences in the two energies gave the same. The value belongs to that sample; it does not fix the sign of the bias in the disorder average.

From widths $\sigma$ and $2\sigma$,

$$\alpha_{\rm ext}=\frac{4\alpha_\sigma-\alpha_{2\sigma}}3
=F+\frac{4-16}{3}c\sigma^4=F-4c\sigma^4 .$$

The $\sigma^2$ term cancels because $4\cdot1-4=0$. The same combination of $2\sigma$ and $4\sigma$ gives $F-64c\sigma^4$. The two results differ by $60c\sigma^4$, and one fifteenth of that difference estimates the remainder $4c\sigma^4$. This requires $F$ to be smooth over energies of order $4\sigma$.

The differences must be formed vector by vector. For the 30 and 60 meV values on one $5^3$ lattice, the standard deviation of the difference is $6.2\times10^{-4}$ with common vectors and $1.29\times10^{-3}$ with independent ones.

## Finite lattices

The product of two kernels integrated over $E_F$ is a Gaussian of width $\sqrt2\sigma$ in $E_n-E_m$. Once $\sigma$ is far below the level spacing, the terms $n=m$ dominate, and the integral of $\alpha_\sigma$, taken at fixed $S_{\rm tot}$, tends to

$$\frac{\pi}{S_{\rm tot}}\frac{1}{2\sqrt\pi\,\sigma}\sum_n|T_{nn}|^2 .$$

This is the divergence quoted at the start: from 0.04 to 0.004 meV the mean damping rises tenfold, from 0.167 to 1.67. The working condition is level spacing $\ll\sigma\ll$ the energy scale on which $F$ varies.

A second finite-size effect can remain even when $\sigma$ is well above the level spacing. A small periodic lattice has shells of levels whose filling depends on its size. Multiplying each forward hop along axis $a$ by $e^{i\varphi_a/L}$ imposes a boundary twist $\varphi_a$, where $L$ is the number of sites along an edge. Shell effects are periodic in the twists, with harmonics $e^{i\mathbf p\cdot\boldsymbol\varphi}$ for integer $\mathbf p$. For sample $j$ of $N_s$, take

$$\boldsymbol\varphi_j=2\pi\left[\frac{j}{N_s}(1,2,3)+\text{random common offset}\right].$$

In the disorder-averaged part, which is common to all samples, the average over $j$ removes every harmonic for which $p_1+2p_2+3p_3$ is not a multiple of $N_s$. For $N_s=6$ this covers single windings around one axis or around two. Others, such as $(0,0,2)$, survive.

One untwisted $5^3$ lattice had a moment of 1.41 Bohr magnetons per site; being a single disorder sample, it does not separate shell effects from disorder scatter. Twelve twisted $4^3$ lattices gave 1.47 and six twisted $8^3$ lattices 1.48. The last two agree within 1 %, although they come from diagonalization and from stochastic traces respectively.

## Worked example

The model is a simple cubic lattice with three $t_{2g}$ orbitals per site. Hopping is 0.40 eV along the two axes in an orbital's plane and $-0.05$ eV along the third. The exchange splitting is 1.50 eV, the spin-orbit parameter is 0.07 eV, and two kinds of site differ by 1.00 eV. The Fermi energy is 0.30 eV. The spin lies along [111], where the threefold axis makes the disorder-averaged damping equal for both transverse directions, so one $\mathbf e_1$ suffices.

The sum of the norms of the terms in $H$ bounds the spectrum:

$$A=1.01\,(4\times0.40+2\times0.05+0.50+0.75+0.07)\ {\rm eV}=3.05\ {\rm eV}.$$

Six $8^3$ lattices (dimension 3072) with eight vectors each gave:

| $\sigma$ (meV) | $10^3\alpha_\sigma$ | trace error | total error |
|---|---|---|---|
| 30 | 4.17 | 0.08 | 0.24 |
| 60 | 4.13 | 0.05 | 0.19 |
| 120 | 4.06 | 0.03 | 0.11 |

Errors are in the same unit as $10^3\alpha_\sigma$. The level spacing is 1.1 meV, well below the smallest width. The extrapolated value is

$$\alpha_{\rm ext}=\frac{4(4.172)-4.130}{3}\times10^{-3}=4.19\times10^{-3},$$

with a trace error of $0.10\times10^{-3}$ and a total error of $0.25\times10^{-3}$, or 6 % of the value.

The bias at 30 meV is $(-0.014\pm0.018)\times10^{-3}$, which is not distinguishable from zero. Had the errors at 30 and 60 meV been independent, its uncertainty would have been $\sqrt{0.236^2+0.193^2}/3=0.10$ in the same unit, almost six times larger. Even at 120 meV the bias, $(-0.13\pm0.15)\times10^{-3}$, is unresolved. The estimated $\sigma^4$ remainder is $(0.002\pm0.003)\times10^{-3}$.

The kernel is therefore not what limits this run; sample scatter is. Removing the trace part leaves $\sqrt{0.251^2-0.099^2}=0.23$. Six sample means fix their own standard error only to about 30 %, if the scatter is Gaussian. Twist effects that cancel in the mean enlarge this scatter, whereas the surviving harmonics shift all samples alike and do not show in it. Both errors also treat the mean spin as exact.

For the linewidth, linearize the equation of motion about $\mathbf n=\hat{\mathbf z}$, with $n_+=n_x+in_y$ and a rotating field $h_+\propto e^{i\omega t}$:

$$i\omega n_+=i\gamma Bn_+-\alpha\omega n_+-i\gamma h_+
\;\Rightarrow\; n_+=\frac{\gamma h_+}{\gamma B-\omega+i\alpha\omega}.$$

The absorption is proportional to $\alpha\omega/[(\gamma B-\omega)^2+(\alpha\omega)^2]$, which halves at $B=\omega/\gamma\pm\alpha\omega/\gamma$. With $\gamma=2\mu_B/\hbar$, the full width in a field sweep at $f=10$ GHz is

$$\mu_0\Delta H=\frac{4\pi f\alpha}{\gamma}=\frac{4\pi\,(10^{10}\,{\rm s^{-1}})(0.00419)}{1.76\times10^{11}\,{\rm T^{-1}s^{-1}}}=3.0\ {\rm mT},$$

with an uncertainty of 0.2 mT from the total error. Solving the linearized equation numerically with a linear drive gave the same width to 0.1 %.

## Beside a real free layer

The parameters are rough values for a 3d-alloy free layer of a magnetic memory cell, not a fit to a material. With a lattice spacing of 0.23 nm the magnetization is about 1100 kA/m, a plausible size for such alloys. The orbital moment is 0.4 % of the spin moment, well below the several per cent of iron or cobalt, so the model's orbital response should not be trusted in detail.

The assumption that moves the number most, among those sized here, is isolation from other metals. A film of thickness $t$ and magnetization $M$ that loses spin through one metal face gains

$$\alpha_{\rm sp}=\frac{g\mu_Bg_{\uparrow\downarrow}}{4\pi Mt}.$$

This is the pumped spin current per area, $(\hbar g_{\uparrow\downarrow}/4\pi)\,\mathbf n\times\dot{\mathbf n}$, divided by the angular momentum per area, $Mt/\gamma$. For a rough mixing conductance $g_{\uparrow\downarrow}=10$ nm$^{-2}$, $t=1.5$ nm and a cap that returns no spin, it is 0.0087, twice the computed damping. If the two add, the total is 0.013 and the part of the linewidth due to damping is about 9 mT. Inhomogeneous broadening in a real film would come on top.

Thermal smearing of the Fermi edge at 300 K changes $\alpha$ by about 1 % in the three $5^3$ lattices, too few to fix the size or sign of so small an effect. The phonon level width, for an assumed coupling of 0.3, is 49 meV, against 470 meV from disorder in a spin-averaged Born estimate. With disorder this strong, the latter is only an order of magnitude, and the two spins differ. About 31 % of the atoms lie in the film's faces, and their different surroundings are not modelled.

## Cost and allocation

With $N$ the matrix dimension, memory and work per matrix product grow linearly in $N$ for short-range hopping. The series have 366, 183 and 91 terms. The shared first recursion and the three second ones need about $366+(366+183+91)\approx1000$ products per vector.

Suppose a single width is used without extrapolation. Let the bias be $b\sigma^2$, the trace variance $v\sigma^{-p}/R$ for $R$ vectors, and the work $W\propto R/\sigma$. In units where $R=W\sigma$, the squared error is

$$b^2\sigma^4+\frac{v}{W}\sigma^{-p-1}.$$

Setting its derivative to zero and multiplying by $\sigma$ gives $4b^2\sigma^4=(p+1)(v/W)\sigma^{-p-1}$. At the optimum the variance is therefore $4/(p+1)$ times the squared bias, or about 2 for $p\approx1$. The rule omits disorder scatter.

When disorder dominates and samples are cheap to build, vectors should be spread over more samples. The example's errors correspond to $0.099\sqrt{48}=0.69$ per vector and $0.23\sqrt6=0.56$ per sample, in units of $10^{-3}$. The same 48 vectors spread over 24 samples would give $\sqrt{0.56^2/24+0.69^2/48}=0.15$ instead of 0.25. Two vectors per sample still allow the two errors to be separated.

## Stability and failure modes

- **Spectrum outside $[-A,A]$.** There $|T_n(x)|=\cosh(n\,{\rm arccosh}|x|)$ grows exponentially and ruins the recursion. A norm bound is safer than an estimated band edge.
- **Width near the level spacing.** The result then follows individual levels. Far below the spacing the energy average of $\alpha_\sigma$ rises as $1/\sigma$, while at a single Fermi energy $\alpha_\sigma$ may rise or fall towards zero. The spacing itself should therefore be compared with $\sigma$. More vectors do not cure the fault, but a larger lattice does.
- **Weak disorder.** $F$ may then vary sharply with $E_1-E_2$. For the form $\Gamma^2/[\Gamma^2+(E_1-E_2)^2]$ the variance of $E_1-E_2$ is $2\sigma^2$, so the leading relative bias is $-2\sigma^2/\Gamma^2$. Unless the largest width is well below $\Gamma$, extrapolation removes only part of the bias, and the estimate of the remainder from three widths is too small.
- **A small trace error taken as the whole error.** In the example it is less than half the total.

## Computed results

```
hopping pi, delta: 0.40, -0.05 eV
exchange splitting: 1.50 eV; spin-orbit xi: 0.07 eV
site-energy difference: 1.00 eV; E_F: 0.30 eV
half-bandwidth bound A: 3.050 eV
small / large matrix dimension: 750 / 3072
samples, vectors per sample: 6, 8
-- tests on small lattices --
damping from pulse energy: 0.00411
damping from torque formula: 0.00408
largest relative truncation error: 4.6e-07
std per vector, root estimator, 30 meV: 1.05e-03
same from 2000 draws: 1.07e-03
std per vector, plain estimator, 30 meV: 3.12e-03
std of 30-60 meV difference, paired: 6.20e-04
same, independent vectors: 1.29e-03
variance exponent p, root / plain: 0.96 / 1.90
best variance/bias^2, root estimator: 2.04
bias slope at 100 meV, direct: 0.03567 1/eV^2
bias slope from energy Laplacian: 0.03566 1/eV^2
5^3 lattice, width 40.000 meV: mean damping 0.004069
5^3 lattice, width 4.000 meV: mean damping 0.004574
5^3 lattice, width 0.400 meV: mean damping 0.01701
5^3 lattice, width 0.040 meV: mean damping 0.1674
5^3 lattice, width 0.004 meV: mean damping 1.674
moment, one untwisted 5^3 lattice: 1.414 mu_B/site
moment, 12 twisted 4^3 lattices: 1.472 mu_B/site
their damping at 120 meV: 0.004338, err 0.000219
-- production run, 8^3 sites --
level spacing at E_F: 1.10 meV
width 30 meV, 366 terms: alpha 0.004172, trace err 0.000084, total err 0.000236
width 60 meV, 183 terms: alpha 0.004130, trace err 0.000049, total err 0.000193
width 120 meV, 91 terms: alpha 0.004061, trace err 0.000031, total err 0.000109
bias at 30 meV: -0.000014, total err 0.000018
bias at 120 meV: -0.000126, total err 0.000152
sigma^4 remainder: 0.000002, err 0.000003
extrapolated alpha: 0.004187
its trace err, total err: 0.000099, 0.000251
spin moment per site: 1.480 Bohr magnetons
linewidth at 10 GHz: 2.991 mT
linewidth from equation of motion: 2.993 mT
-- neglected effects --
lattice spacing: 0.23 nm; film thickness: 1.5 nm
magnetization: 1128 kA/m
rough interface mixing conductance: 10 1/nm^2
spin-pumping damping, one metal face: 0.0087
thermal smearing at 300 K: 0.75 % of alpha
disorder level width (Born): 466 meV
phonon width, 300 K, coupling 0.3: 49 meV
orbital / spin moment: 0.42 %
quantum at 10 GHz: 0.0414 meV
atoms in film faces: 31 %
```
